# G0W0 for Benzene in the Pariser-Parr-Pople Model, Compared with Exact Results

## Problem

Six π electrons move on a regular hexagon with sites $i=0,\dots,5$. The Hamiltonian is

$$H=-t\sum_{i\sigma}\left(c^\dagger_{i\sigma}c_{i+1,\sigma}+\text{h.c.}\right)+\frac12\sum_{ij}V_{ij}\,q_iq_j,\qquad q_i=n_i-1,$$

with the Ohno interaction

$$V_{ij}=\frac{U}{\sqrt{1+(UR_{ij}/C)^2}},\qquad C=\frac{e^2}{4\pi\varepsilon_0},\qquad V_{ii}=U.$$

Take the round values $t=2.5$ eV, $U=11$ eV and a bond length of 1.4 Å. Compute the gap $E(7)+E(5)-2E(6)$ and the weight $Z$ of the lowest electron-addition level in G0W0, starting from restricted Hartree-Fock (HF). Compare both with HF and with exact diagonalization.

"Exact" means exact for this $H$. The real molecule also has σ electrons, further orbitals and nuclear motion, which the model leaves out.

The substitution $c_{i\sigma}\to(-1)^ic^\dagger_{i\sigma}$ leaves the hopping unchanged and turns $q_i$ into $-q_i$, so $H$ is unchanged. It exchanges adding and removing an electron. Hence $E(5)=E(7)$, the middle of the gap lies at zero energy, and the gap is twice the lowest addition energy $E(7)-E(6)$.

## A tempting solution

The first two steps below are sound and will be kept. The third contains the fault.

**Hartree-Fock levels.** Symmetry fixes the orbitals: they are waves $e^{\mathrm i\pi kj/3}/\sqrt6$ with $k=0,\pm1,\pm2,3$. The levels $k=0,\pm1$ are filled. Per spin, the density matrix at separation $d$ is

$$P_d=\frac16\left(1+2\cos\frac{\pi d}{3}\right),\qquad P_0=\tfrac12,\;P_1=\tfrac13,\;P_2=0,\;P_3=-\tfrac16 .$$

To find the Fock matrix $F$, expand $q_iq_j=n_in_j-n_i-n_j+1$. The linear terms give each site the energy $-\sum_jV_{ij}$, which the Hartree term $+\sum_jV_{ij}\langle n_j\rangle$ cancels because $\langle n_j\rangle=1$. Normal ordering of $\frac12V_{ii}n_i^2$ leaves $+\frac12V_{ii}n_i$, and exchange gives $-V_{ij}P_{ij}$. With $T$ the hopping matrix,

$$F_{ij}=T_{ij}-V_{ij}\left(P_{ij}-\tfrac12\delta_{ij}\right).$$

The diagonal vanishes. Writing $V_d$ for the interaction at separation $d$, the levels are

$$\varepsilon_k=-2\left(t+\frac{V_1}{3}\right)\cos\frac{\pi k}{3}+\frac{V_3}{6}\cos\pi k .$$

Thus $\varepsilon_{\pm2}=b$, $\varepsilon_3=c$, $\varepsilon_{\pm1}=-b$ and $\varepsilon_0=-c$, where

$$b=t+\frac{V_1}{3}+\frac{V_3}{6},\qquad c=2\left(t+\frac{V_1}{3}\right)-\frac{V_3}{6}.$$

With $V_1=7.513$ eV and $V_3=4.659$ eV,

$$b=2.5+2.504+0.776=5.781\ \text{eV},\qquad c=10.009-0.776=9.232\ \text{eV}.$$

The HF gap is $2b=11.56$ eV.

**Screening.** In the direct random-phase approximation (RPA) the screened interaction is $W_q=v_q/(1-v_q\chi^0_q)$, with $v_q=\sum_dV_d\cos(\pi qd/3)$ summed over all six sites. A transition $k\to k+q$ from a filled to an empty level, of energy $D$, contributes $1/(\omega-D)$ to the polarizability $\chi^0_q$. The mirror transition $-k\to-k-q$ has the same energy and contributes $-1/(\omega+D)$. The factor 2 for spin and $1/6$ from the orbital normalization give

$$\chi^0_q(\omega)=\frac26\sum\left(\frac1{\omega-D}-\frac1{\omega+D}\right)=\frac13\sum\frac{2D}{\omega^2-D^2}.$$

The transitions are easily listed:

- $q=0$: none, since the total charge cannot fluctuate.
- $|q|=1$: one, with $D=2b$.
- $|q|=2$: two, both with $D=b+c$.
- $q=3$: three, with $D=2b,\,2b,\,2c$.

Now use $W_q-v_q=v_q^2\chi^0_q/(1-v_q\chi^0_q)$. For $|q|=1$, $\chi^0_1=(4b/3)/(\omega^2-4b^2)$, so

$$W_1-v_1=\frac{4bv_1^2/3}{\omega^2-\Omega_1^2},\qquad \Omega_1^2=4b^2+\frac{4bv_1}{3}.$$

Write each pole as $2a\Omega/(\omega^2-\Omega^2)$. Then $a_1=2bv_1^2/(3\Omega_1)$. For $|q|=2$ the two equal transitions give, with $D=b+c$,

$$\Omega_2^2=D^2+\frac{4Dv_2}{3},\qquad a_2=\frac{2Dv_2^2}{3\Omega_2}.$$

For $q=3$ put $x=\omega^2$ and $N(x)=\frac43[2b(x-4c^2)+c(x-4b^2)]$. Then $\chi^0_3=N/[(x-4b^2)(x-4c^2)]$, and the two excitation energies follow from the quadratic equation

$$(x-4b^2)(x-4c^2)-v_3N(x)=0,\qquad \Omega_{3s}=\sqrt{x_s},\qquad a_{3s}=\frac{v_3^2N(x_s)}{2\Omega_{3s}(x_s-x_{s'})},$$

where $s'$ denotes the other root.

For $v_1=8.629$ eV,

$$\Omega_1=\sqrt{133.7+66.5}=14.15\ \text{eV},\qquad \frac{a_1}{6}=\frac{11.56\times74.45}{6\times3\times14.15}=3.38\ \text{eV}^2 .$$

In the same way $\Omega_2=16.85$ eV and $a_2/6=0.844$ eV². The $q=3$ energies are 12.57 and 19.12 eV, with $a/6=0.251$ and $0.212$ eV².

**Polarization energy.** The lowest empty orbital (LUMO) is $k=2$; its partner is $k=-2$. An extra electron there can create an excitation $\Omega$ and pass to another empty level, with squared coupling $a/6$. Two processes are possible: $q=-1$ leads to $k=3$, and $q=-2$ leads to $k=-2$. Second-order perturbation theory then suggests

$$\Delta E=\frac{a_1/6}{b-c-\Omega_1}+\frac{a_2/6}{b-b-\Omega_2}=-\frac{3.38}{17.60}-\frac{0.844}{16.85}=-0.242\ \text{eV}.$$

The gap would shrink by about twice this amount, to 11.08 eV. The physical story is appealing: the molecule polarizes around the added charge and lowers its energy.

## Where it fails

The quantity sought is a difference, $E(7)-E(6)$. The argument follows what the extra electron can do, but forgets what it prevents the other electrons from doing.

The six-electron ground state is itself lowered by fluctuations. An electron in a filled level $k'$ can jump virtually into the LUMO while an excitation $\Omega$ is created. With the same coupling, this lowers $E(6)$ by $(a/6)/(b-\varepsilon_{k'}+\Omega)$. Once an electron of that spin occupies the LUMO, the Pauli principle blocks the jump. The seven-electron system loses this energy, so the addition energy rises by

$$+\frac{a/6}{b-\varepsilon_{k'}+\Omega}.$$

For $q=1$, where $k'=1$, this is $3.38/(11.56+14.15)=0.131$ eV, more than half the size of the largest polarization term. It cannot be dropped.

## The right solution

The GW self-energy contains both kinds of process. Its correlation part is

$$\Sigma_k(\omega)=\frac{\mathrm i}{2\pi}\,\frac16\sum_q\int d\omega'\,G_{k-q}(\omega+\omega')\,[W_q(\omega')-v_q].$$

The time-ordered pole of $W_q-v_q$ is

$$a\left[\frac{1}{\omega'-\Omega+\mathrm i\eta}-\frac1{\omega'+\Omega-\mathrm i\eta}\right].$$

If the level $k-q$ is empty, the pole of $G$ lies in the lower half plane. Closing the contour above encloses the pole at $-\Omega$, whose residue is $-a$. The integral is $2\pi\mathrm i(-a)/(\omega-\varepsilon-\Omega)$, and the prefactor $\mathrm i/2\pi$ turns it into $+a/(\omega-\varepsilon-\Omega)$. If the level is filled, the pole of $G$ lies above. Closing below encloses $+\Omega$ with residue $a$ and orientation factor $-2\pi\mathrm i$, which gives $+a/(\omega-\varepsilon+\Omega)$.

For $k=2$, the transfers $q=1,2,3$ lead to the filled levels $k'=1,0,-1$, and $q=-1,-2$ to empty ones. Therefore

$$\Sigma(\omega)=\frac16\left[\frac{a_1}{\omega+b+\Omega_1}+\frac{a_2}{\omega+c+\Omega_2}+\sum_s\frac{a_{3s}}{\omega+b+\Omega_{3s}}+\frac{a_1}{\omega-c-\Omega_1}+\frac{a_2}{\omega-b-\Omega_2}\right].$$

At $\omega=b$ the last two terms are the tempting answer, and the others are the blocked fluctuations.

**Level and weight.** Exchange is already in $b$, so the quasiparticle energy solves $E=b+\Sigma(E)$. Near the solution,

$$G(\omega)=\frac1{\omega-b-\Sigma(\omega)}\approx\frac{1}{[1-\Sigma'(E)](\omega-E)},\qquad Z=\frac1{1-\Sigma'(E)}.$$

Linearizing about $b$ gives $E-b=\Sigma(b)+\Sigma'(b)(E-b)$, that is $E=b+Z_b\Sigma(b)$ with $Z_b=1/[1-\Sigma'(b)]$. With $\Sigma(b)=-0.0669$ eV and $Z_b=0.980$,

$$E=5.7807-0.980\times0.0669=5.715\ \text{eV}.$$

The full solution agrees to the digits shown. At this energy the filled-level terms sum to $+0.176$ eV and the empty-level terms to $-0.241$ eV, leaving $-0.066$ eV. The G0W0 gap is 11.43 eV and $Z=0.980$. A numerical imaginary-frequency integral in the site basis, with $W$ built by matrix inversion, tests the closed form and gives the same self-energy.

**The limit of fast screening.** If every $\Omega$ were much larger than the level differences, each filled term would tend to $+(a/6)/\Omega$ and each empty term to $-(a/6)/\Omega$. The $|q|=1$ and $|q|=2$ contributions would then cancel in pairs. What remains is the $q=3$ part,

$$\Sigma\to\frac{0.251}{12.57}+\frac{0.212}{19.12}=+0.031\ \text{eV},$$

which would widen the gap. The actual correction is negative because the denominators differ: for $|q|=1$ they are about 25.7 eV for the filled level and 17.6 eV for the empty one. The static limit is a poor guide here, since $\Omega_1=14.1$ eV is not large compared with $2b=11.6$ eV.

## Exact diagonalization

With three electrons of each spin, six sites give $20\times20=400$ basis states. With four up and three down there are $15\times20=300$, and the five-electron sector has the same size. All can be diagonalized completely.

The exact weight is the squared amplitude $|\langle7,s|c^\dagger_{L\uparrow}|6,0\rangle|^2$, summed over the degenerate lowest seven-electron states $s$, where $L$ is the LUMO. Each $k$ occurs once per spin, so the exact Green function is diagonal in $k$, and the formula $Z=1/(1-\Sigma')$ holds with the exact self-energy too. This equality was tested by inverting the full exact Green function.

| Method | Gap (eV) | $Z$ |
|---|---:|---:|
| HF | 11.56 | 1 |
| G0W0 | 11.43 | 0.980 |
| Exact | 11.56 | 0.942 |

The HF gap differs from the exact one by less than 0.001 eV, while G0W0 is 0.13 eV too small, about 1% of the exact gap. For $Z$ the order is reversed: G0W0 moves from 1 towards the exact value, but accounts for only 0.020 of the 0.058 missing from the main peak.

## Why a good HF gap does not mean weak correlation

At the exact level the exact self-energy, measured from the HF matrix $F$, is 0.0004 eV. This small number is the sum of two larger ones: a frequency-independent part of $-0.146$ eV, from evaluating the exchange term with the exact density matrix ($P_1=0.3228$ instead of $\tfrac13$, with a corresponding change in $P_3$), and a frequency-dependent part of $+0.146$ eV. G0W0 has only a frequency-dependent part, and at this energy it has the opposite sign. The slope of the exact self-energy there is $1-1/Z=1-1/0.942=-0.062$. The self-energy therefore passes close to zero at this energy without being negligible as a function. A gap depends on its value at one point; $Z$ depends on its slope.

The ground state confirms this. Correlation lowers its energy from $-14.29$ to $-15.00$ eV. The LUMO, empty in HF, holds 0.025 electrons per spin in the exact state. G0W0 gives 0.0065, found from the weight of its Green function at negative energies.

Scaling $V$ by a factor $\lambda$ shows that the close HF agreement at full coupling, $\lambda=1$, rests on a cancellation between orders in $V$. For small $\lambda$ the exact level lies below the HF level by $0.065\lambda^2$ eV. Contributions beyond second order push the other way: the exact level minus the HF level is $-0.010$ eV at $\lambda=0.75$ and $+0.030$ eV at $\lambda=1.25$. It changes sign close to $\lambda=1$, so the agreement there is an accidental crossing.

## What G0W0 leaves out at second order

Let an added spin-up electron scatter from $L$ to the empty level $a$ while another electron goes from the filled level $i$ to the empty level $b'$. With real orbitals, call the Coulomb matrix element $A_{ab'}=(La|ib')$.

If the second electron has spin down, the squared coupling is $A_{ab'}^2$. If it has spin up, the final states are unordered pairs with amplitude $A_{ab'}-A_{b'a}$, and

$$\frac12\sum_{ab'}(A_{ab'}-A_{b'a})^2=\sum_{ab'}\left(A_{ab'}^2-A_{ab'}A_{b'a}\right).$$

The energy denominator is symmetric in $a$ and $b'$, so the same rearrangement holds with it included. Adding both spins gives

$$\Sigma^{(2)}_{\text{empty}}(\omega)=\sum_{iab'}\frac{2A_{ab'}^2-A_{ab'}A_{b'a}}{\omega+\varepsilon_i-\varepsilon_a-\varepsilon_{b'}}.$$

The blocked fluctuations give the corresponding sum with filled and empty levels interchanged. Expanding $W-v=v^2\chi^0+\dots$ shows that G0W0 keeps the direct part $2A^2$ and lacks the exchange part.

A limiting case shows what this means. For a purely on-site interaction $A_{ab'}=A_{b'a}$, and exchange removes half of the direct term: two electrons of equal spin never meet on one site. The direct term counts such encounters because $V$ here acts equally on both spins, including on site. Using an on-site interaction between opposite spins alone would leave $H$ unchanged, apart from a constant and a one-electron shift, but would define a different GW approximation.

For the full Ohno interaction the LUMO shifts at weak coupling, in units of $\lambda^2$ eV, are

$$\text{direct}=-0.155,\qquad \text{exchange}=+0.090,\qquad \text{sum}=-0.065 .$$

Diagonalization at $\lambda=\pm0.003$ reproduces the sum, and the G0W0 formula reproduces the direct part. At weak coupling G0W0 thus overestimates the downward shift by a factor of about 2.4, and the missing exchange is the whole reason at this order.

At full coupling the second-order gap is 11.35 eV without exchange and 11.45 eV with it. Exchange therefore opens the gap by about 0.10 eV, comparable with the G0W0 error of 0.13 eV. This supports its importance but does not prove that it accounts for the error, since higher orders also matter.

It does not repair $Z$. Second-order exchange raises $Z$ from 0.969 to 0.978, away from the exact 0.942. The missing loss of weight must come from beyond second order. Two candidates are at hand. The charge-only $W$ contains no spin fluctuations, while the lowest exact triplet lies only 3.8 eV above the ground state. Direct RPA also omits the attraction between the excited electron and its hole: its energies, 12.6 to 19.1 eV, lie far above the lowest exact singlet excitations at 4.5, 5.6 and 7.1 eV. The present numbers do not decide how much each supplies.

## Where the starting point breaks down

As $V\to0$, all three methods give the gap $2t$ and $Z=1$. The opposite limit, $t\to0$ at fixed $V$, is different. The six-electron ground state then has one electron on every site and zero interaction energy. An extra electron on one site costs $U/2$.

No other charge pattern is cheaper. The number of charged sites must be odd. For $m$ of them, the Fourier form of the energy, with $v_0=41.14$ eV and smallest $v_q=1.77$ eV, gives at least $[41.14+1.77(6m-1)]/12$. For $m=3$ this is 5.9 eV, above $U/2=5.5$ eV, and it grows with $m$. The exact gap is thus $U=11$ eV.

The symmetric restricted determinant used above gives instead

$$2b\to\frac{2V_1}{3}+\frac{V_3}{3}=5.01+1.55=6.56\ \text{eV}.$$

In this limit it is not even the lowest restricted solution. A bond-alternating determinant, with $P=\tfrac12$ on three alternate bonds and zero on the others, has at $t=0$ the energy $\tfrac32U-\tfrac32V_1=5.23$ eV, against $\tfrac32U-\tfrac43V_1-\tfrac16V_3=5.71$ eV for the symmetric one, and its gap is $V_1=7.51$ eV, still far below $U$. Both determinants retain doubly occupied sites that the true ground state avoids. The close HF gap at $t=2.5$ eV is therefore no evidence for restricted HF at small $t/U$, and a G0W0 calculation built on a restricted determinant would start there from a qualitatively wrong reference. HF recovers the gap once doubly occupied orbitals are no longer imposed: at $t=0$ a determinant with one electron of definite spin on each site has a diagonal Fock matrix with levels $\pm U/2$ and the gap $U$. With alternating spins, the choice for equal numbers of up and down electrons, it breaks the spin symmetry. The numerical output below gives the individual poles and further digits.

## Computed values

```
t = 2.50 eV, U = 11.00 eV, bond = 1.40 Angstrom
e^2/(4 pi eps0) = 14.3996 eV Angstrom
separation 0: R = 0.0000 Angstrom, V = 11.0000 eV, P = 0.5000
separation 1: R = 1.4000 Angstrom, V = 7.5128 eV, P = 0.3333
separation 2: R = 2.4249 Angstrom, V = 5.2255 eV, P = -0.0000
separation 3: R = 2.8000 Angstrom, V = 4.6587 eV, P = -0.1667
v_q for q=0,1,2,3 (eV): 41.1354 8.6286 2.9204 1.7666
HF levels: b = 5.7807 eV, c = 9.2321 eV
bare transitions: 2b = 11.5615, b+c = 15.0128, 2c = 18.4642 eV
RPA energies q=1, q=2, q=3 low, q=3 high (eV): 14.1483 16.8476 12.5701 19.1198
G0W0 self-energy poles of the LUMO:
  q=+1 filled: position -19.9290 eV, strength 3.3800 eV^2, part at E 0.13180 eV
  q=-1 empty: position 23.3804 eV, strength 3.3800 eV^2, part at E -0.19134 eV
  q=+2 filled: position -26.0798 eV, strength 0.8444 eV^2, part at E 0.02656 eV
  q=-2 empty: position 22.6284 eV, strength 0.8444 eV^2, part at E -0.04993 eV
  q=3 low filled: position -18.3508 eV, strength 0.2512 eV^2, part at E 0.01044 eV
  q=3 high filled: position -24.9005 eV, strength 0.2120 eV^2, part at E 0.00692 eV
sum of filled parts = 0.17572 eV
sum of empty parts = -0.24127 eV
Sigma_c(E) closed form = -0.065541 eV
Sigma_c(E) by quadrature = -0.065541 eV
Sigma_c(b) = -0.066881 eV, Z at b = 0.97992
LUMO G0W0: solved 5.71519 eV, linearized 5.71519 eV
LUMO exact: 5.78112 eV
exact Sigma_c at exact level = 0.00039 eV
ground-state energy: HF -14.2936 eV, exact -15.0049 eV
HF:    gap = 11.5615 eV, Z = 1 by definition
G0W0:  gap = 11.4304 eV, Z = 0.9800
exact: gap = 11.5622 eV, Z = 0.9416
gap error HF = -0.0008 eV
gap error G0W0 = -0.1319 eV
weight outside main peak: G0W0 0.0200, exact 0.0584
LUMO occupation per spin: G0W0 0.00652, exact 0.02485
weak coupling, LUMO shift / lambda^2 (eV):
  direct -0.15482, exchange 0.08999, sum -0.06483
  from G0W0 -0.15482, from ED -0.06483
second order at full coupling:
  direct only: gap = 11.3533 eV, Z = 0.9690
  with exchange: gap = 11.4515 eV, Z = 0.9780
```
